**Free energy of a conformer ensemble: bound, decomposition and a three-well torsion**

For conformers in equilibrium, $G_{\rm ens}=-RT\ln\sum_i e^{-G_i/RT}$ is no higher than the lowest $G_i$, and $G_{\rm ens}-G_{\min}=\sum_i p_i(G_i-G_{\min})-TS_{\rm mix}$. Here $G_i$ is the free energy of the species confined to region $i$, $p_i$ is its population, and $S_{\rm mix}=-R\sum_i p_i\ln p_i$. The program integrates a classical model torsion region by region and compares the result with an average over the full circle that uses no regions. It asserts the bound, the decomposition, the entropy found by temperature differentiation, and the agreement of $G_{\rm ens}$ with a numerical minimum over populations. Further assertions cover equal wells, a doubly degenerate minimum, low temperature, merged regions, moved boundaries, a frozen mixture and a duplicated conformer. The output shows a difference of −1.224 kJ/mol at 300 K, made up of +1.112 from the weighted free energy and −2.336 from mixing. At 500 K the difference is −2.933 kJ/mol. A frozen gauche-only mixture at 300 K lies 1.138 kJ/mol above the lowest conformer, which shows that the bound requires equilibrium.

## Numerical verification

```python
"""
Result under test, for conformers i in equilibrium at temperature T:
  G_ens = -RT ln sum_i exp(-G_i/RT) <= G_min
  G_ens - G_min = sum_i p_i (G_i - G_min) - T S_mix
  S_mix = -R sum_i p_i ln p_i
G_i: free energy of the species confined to region i; p_i: population.
Model: classical torsion phi with potential
  V = V1/2 (1 + cos phi) + V3/2 (1 + cos 3 phi).
Regions are integrated by adaptive quadrature. The ensemble value comes
from a uniform grid on the whole circle, without any use of regions.
Energies in kJ/mol; entropies in kJ/(mol K) inside the program.
The zero of free energy and entropy is free rotation with V = 0.
"""
import numpy as np
from scipy.constants import R as R_joule
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

R = R_joule / 1000.0
V1, V3 = 4.0, 12.0
TWO_PI = 2.0 * np.pi
EDGES = np.array([0.0, 1.0, 2.0, 3.0]) * TWO_PI / 3.0
NAMES = ["gauche+", "anti", "gauche-"]


def potential(phi, v1=V1):
    return v1 / 2 * (1 + np.cos(phi)) + V3 / 2 * (1 + np.cos(3 * phi))


def region(lo, hi, T, v1=V1):
    """Free energy, mean energy and entropy of one region."""
    def weight(x):
        return np.exp(-potential(x, v1) / (R * T)) / TWO_PI
    opts = dict(epsabs=0.0, epsrel=1e-11, limit=200)
    z = quad(weight, lo, hi, **opts)[0]
    u = quad(lambda x: potential(x, v1) * weight(x), lo, hi, **opts)[0] / z
    g = -R * T * np.log(z)
    return g, u, (u - g) / T


def regions(T, v1=V1, edges=EDGES):
    rows = [region(a, b, T, v1) for a, b in zip(edges[:-1], edges[1:])]
    return np.array(rows).T


def full_circle(T, v1=V1):
    """Ensemble free energy from the whole circle."""
    phi = np.arange(6000) * TWO_PI / 6000
    return -R * T * np.log(np.mean(np.exp(-potential(phi, v1) / (R * T))))


def decompose(G, T):
    """Populations, weighted free energy above the minimum, T*S_mix."""
    w = np.exp(-(G - G.min()) / (R * T))
    p = w / w.sum()
    return p, p @ (G - G.min()), -R * T * np.sum(p * np.log(p))


def functional(q, G, T):
    """Free energy of a mixture with arbitrary populations q."""
    used = q > 0
    return q @ G + R * T * np.sum(q[used] * np.log(q[used]))


print(f"V1 = {V1:.1f} kJ/mol, V3 = {V3:.1f} kJ/mol")
for T in (300.0, 500.0):
    G, U, S = regions(T)
    G_ens = full_circle(T)
    p, weighted, ts_mix = decompose(G, T)
    low = int(np.argmin(G))
    diff = G_ens - G.min()

    # bound, decomposition and single-population form
    assert -R * T * np.log(len(G)) < diff < 0
    assert abs(diff - (weighted - ts_mix)) < 1e-8
    assert abs(diff - R * T * np.log(p[low])) < 1e-8
    assert weighted > 0 and ts_mix > weighted

    # total entropy by temperature differentiation of the full circle
    h = 0.1
    S_total = -(full_circle(T + h) - full_circle(T - h)) / (2 * h)
    assert abs(S_total - (p @ S + ts_mix / T)) < 1e-8

    # split of the weighted free energy into energy and inner entropy
    energy_part = p @ (U - U[low])
    inner_part = -T * (p @ (S - S[low]))
    assert abs(diff - (energy_part + inner_part - ts_mix)) < 1e-8

    print(f"--- T = {T:.0f} K, RT = {R*T:.4f} kJ/mol")
    for name, g, u, s, x in zip(NAMES, G, U, S, p):
        print(f"{name}: G = {g:.4f}, U = {u:.4f} kJ/mol, "
              f"S = {1000*s:.3f} J/(mol K), p = {x:.4f}")
    print(f"G(gauche) - G(anti) = {G[0]-G[1]:.4f} kJ/mol")
    print(f"G_ens from full circle = {G_ens:.4f} kJ/mol")
    print(f"G_ens - G_min = {diff:.4f} kJ/mol = {diff/4.184:.4f} kcal/mol")
    print(f"weighted free energy term = {weighted:.4f} kJ/mol")
    print(f"S_mix = {1000*ts_mix/T:.4f} J/(mol K)")
    print(f"T*S_mix = {ts_mix:.4f} kJ/mol")
    print(f"energy part of weighted term = {energy_part:.4f} kJ/mol")
    print(f"inner-entropy part of weighted term = {inner_part:.4f} kJ/mol")
    print(f"total entropy = {1000*S_total:.4f} J/(mol K)")
    print(f"lower bound -RT ln 3 = {-R*T*np.log(3):.4f} kJ/mol")

# Remaining checks at 300 K
T = 300.0
G, U, S = regions(T)
G_ens = full_circle(T)
p, weighted, ts_mix = decompose(G, T)
print("--- further checks, T = 300 K unless stated")


# Numerical minimisation over populations, without Boltzmann weights
def free_populations(x):
    e = np.exp(np.append(x, 0.0))
    return e / e.sum()


best = minimize(lambda x: functional(free_populations(x), G, T), [0.4, -0.7])
assert abs(best.fun - G_ens) < 1e-6
assert np.max(np.abs(free_populations(best.x) - p)) < 1e-3
print(f"minimum over populations - G_ens = {abs(best.fun-G_ens):.1e} kJ/mol")

# Excess free energy of arbitrary populations is RT times relative entropy
rng = np.random.default_rng(4)
for q in rng.dirichlet(np.ones(3), size=50):
    excess = functional(q, G, T) - G_ens
    assert excess >= -1e-9
    assert abs(excess - R * T * np.sum(q * np.log(q / p))) < 1e-8

# A frozen mixture of the two gauche forms lies above the lowest conformer
frozen = functional(np.array([0.5, 0.0, 0.5]), G, T) - G.min()
assert frozen > 0
print(f"frozen gauche-only mixture - G_min = {frozen:.4f} kJ/mol")

# Merge the mirror-image gauche regions into a single region
third = TWO_PI / 3
G_merged = np.array([region(-third, third, T)[0],
                     region(third, 2 * third, T)[0]])
p_m, weighted_m, ts_m = decompose(G_merged, T)
assert abs(G_merged[0] - (G[0] - R * T * np.log(2))) < 1e-8
assert abs(G_ens - G_merged.min() - (weighted_m - ts_m)) < 1e-8
assert abs(ts_mix - ts_m - R * T * p_m[0] * np.log(2)) < 1e-8
print(f"merged gauche: G = {G_merged[0]:.4f} kJ/mol, p = {p_m[0]:.4f}")
print(f"merged: weighted term = {weighted_m:.4f} kJ/mol, "
      f"T*S_mix = {ts_m:.4f} kJ/mol")
print(f"merged: difference of the terms = {weighted_m-ts_m:.4f} kJ/mol")

# Move the region boundaries to the true barrier tops
top = brentq(lambda x: -V1 / 2 * np.sin(x) - 1.5 * V3 * np.sin(3 * x),
             np.radians(100), np.radians(140))
G_top = regions(T, edges=np.array([0.0, top, TWO_PI - top, TWO_PI]))[0]
_, weighted_t, ts_t = decompose(G_top, T)
assert abs(G_ens - G_top.min() - (weighted_t - ts_t)) < 1e-8
print(f"barrier top at {np.degrees(top):.2f} degrees")
print(f"barrier-top regions: weighted term = {weighted_t:.4f} kJ/mol, "
      f"T*S_mix = {ts_t:.4f} kJ/mol")

# Listing the anti conformer twice gives a false lowering
G_twice = np.append(G, G[1])
false_shift = -R * T * np.log(np.sum(np.exp(-G_twice / (R * T)))) - G_ens
assert abs(false_shift + R * T * np.log(1 + p[1])) < 1e-8
print(f"false shift from listing anti twice = {false_shift:.4f} kJ/mol")

# Three equal wells reach the lower bound
equal = full_circle(T, 0.0) - regions(T, 0.0)[0].min()
assert abs(equal + R * T * np.log(3)) < 1e-8
print(f"V1 = 0: G_ens - G_min = {equal:.4f} kJ/mol")

# Reversed V1 makes the two gauche forms the degenerate minimum
G_rev = regions(T, -V1)[0]
double = full_circle(T, -V1) - G_rev.min()
assert abs(G_rev[0] - G_rev[2]) < 1e-8 and G_rev[0] < G_rev[1]
assert double < -R * T * np.log(2)
print(f"V1 = {-V1:.1f} kJ/mol: G_ens - G_min = {double:.4f} kJ/mol")
print(f"bound for two lowest forms, -RT ln 2 = {-R*T*np.log(2):.4f} kJ/mol")

# A single lowest conformer dominates at low temperature
cold = full_circle(30.0) - regions(30.0)[0].min()
assert -1e-4 < cold < 0
print(f"T = 30 K: G_ens - G_min = {cold:.2e} kJ/mol")

print("all assertions hold")
```

Output:

```
V1 = 4.0 kJ/mol, V3 = 12.0 kJ/mol
--- T = 300 K, RT = 2.4943 kJ/mol
gauche+: G = 8.8785, U = 4.4592 kJ/mol, S = -14.731 J/(mol K), p = 0.1939
anti: G = 6.0114, U = 1.4520 kJ/mol, S = -15.198 J/(mol K), p = 0.6121
gauche-: G = 8.8785, U = 4.4592 kJ/mol, S = -14.731 J/(mol K), p = 0.1939
G(gauche) - G(anti) = 2.8671 kJ/mol
G_ens from full circle = 4.7872 kJ/mol
G_ens - G_min = -1.2242 kJ/mol = -0.2926 kcal/mol
weighted free energy term = 1.1120 kJ/mol
S_mix = 7.7876 J/(mol K)
T*S_mix = 2.3363 kJ/mol
energy part of weighted term = 1.1664 kJ/mol
inner-entropy part of weighted term = -0.0544 kJ/mol
total entropy = -7.2293 J/(mol K)
lower bound -RT ln 3 = -2.7403 kJ/mol
--- T = 500 K, RT = 4.1572 kJ/mol
gauche+: G = 11.5296, U = 5.4715 kJ/mol, S = -12.116 J/(mol K), p = 0.2531
anti: G = 8.7507, U = 2.4986 kJ/mol, S = -12.504 J/(mol K), p = 0.4938
gauche-: G = 11.5296, U = 5.4715 kJ/mol, S = -12.116 J/(mol K), p = 0.2531
G(gauche) - G(anti) = 2.7789 kJ/mol
G_ens from full circle = 5.8175 kJ/mol
G_ens - G_min = -2.9332 kJ/mol = -0.7011 kcal/mol
weighted free energy term = 1.4066 kJ/mol
S_mix = 8.6797 J/(mol K)
T*S_mix = 4.3398 kJ/mol
energy part of weighted term = 1.5048 kJ/mol
inner-entropy part of weighted term = -0.0982 kJ/mol
total entropy = -3.6281 J/(mol K)
lower bound -RT ln 3 = -4.5672 kJ/mol
--- further checks, T = 300 K unless stated
minimum over populations - G_ens = 7.0e-12 kJ/mol
frozen gauche-only mixture - G_min = 1.1382 kJ/mol
merged gauche: G = 7.1496 kJ/mol, p = 0.3879
merged: weighted term = 0.4415 kJ/mol, T*S_mix = 1.6657 kJ/mol
merged: difference of the terms = -1.2242 kJ/mol
barrier top at 118.13 degrees
barrier-top regions: weighted term = 1.1125 kJ/mol, T*S_mix = 2.3352 kJ/mol
false shift from listing anti twice = -1.1912 kJ/mol
V1 = 0: G_ens - G_min = -2.7403 kJ/mol
V1 = -4.0 kJ/mol: G_ens - G_min = -2.0864 kJ/mol
bound for two lowest forms, -RT ln 2 = -1.7289 kJ/mol
T = 30 K: G_ens - G_min = -3.44e-06 kJ/mol
all assertions hold
```
